# Thermal spin injection from a ferromagnet into a normal metal

## What symmetry and dimensions allow

A ferromagnet F fills $x<0$ and a normal metal N fills $x>0$. F carries a uniform temperature gradient $T'$, and no charge current flows. How large a difference between spin-up and spin-down potentials appears at the contact?

Each spin channel $s=\uparrow,\downarrow$ has a conductivity $\sigma_s$ and a Seebeck coefficient $S_s$. With $\mu_s$ the electrochemical potential of electrons of charge $-e$, define the voltage $\varphi_s=-\mu_s/e$. In linear response the conventional current density is

$$j_s=-\sigma_s\left(\partial_x\varphi_s+S_s\,\partial_xT\right).$$

An isolated channel without current then has $\partial_x\varphi_s=-S_s\partial_xT$, which fixes the sign of $S_s$. Both spins share one temperature $T$, and transport is diffusive.

Let $T_c$ be the contact temperature, and introduce $\tilde\varphi_s=\varphi_s+S_\downarrow(T-T_c)$ in F. The channel law becomes

$$j_s=-\sigma_s\left[\partial_x\tilde\varphi_s+(S_s-S_\downarrow)\partial_xT\right].$$

Both potentials have shifted equally, so their difference is unchanged, and the shift vanishes at the contact. The same move in N, with its spin-independent coefficient $S_N$, removes the temperature from N altogether. The one remaining source is $\Delta S\,T'$, with $\Delta S=S_\uparrow-S_\downarrow$.

The equations are linear, so the accumulation $A=\varphi_\uparrow-\varphi_\downarrow$ at $x=0$ is proportional to $\Delta S\,T'$. This product is a voltage per length. A length must multiply it, and the spin diffusion length $\lambda_F$ of F is a natural choice:

$$A=-\Delta S\,T'\lambda_F\,f,$$

where $f$ is a dimensionless function of material ratios and of $P=(\sigma_\uparrow-\sigma_\downarrow)/\sigma_F$, with $\sigma_F=\sigma_\uparrow+\sigma_\downarrow$. Exchanging the spin labels reverses $A$, $\Delta S$ and $P$, so $f$ must be even in $P$. Different conductivities alone produce no accumulation here. It remains to find $f$.

## Simplest case: the bulk of F

Write $v=\varphi_\uparrow-\varphi_\downarrow$ for the local accumulation and $J=j_\uparrow-j_\downarrow$ for the spin current density, in charge-current units. In one dimension a steady charge current is uniform, so an open circuit has $j_\uparrow+j_\downarrow=0$ everywhere. Hence $j_\uparrow=J/2$ and $j_\downarrow=-J/2$.

Divide each channel law by its conductivity and subtract:

$$\frac J2\left(\frac1{\sigma_\uparrow}+\frac1{\sigma_\downarrow}\right)=-\left(\partial_xv+\Delta S\,\partial_xT\right).$$

Since $\sigma_{\uparrow,\downarrow}=\sigma_F(1\pm P)/2$, the bracket on the left is $\sigma_F/(\sigma_\uparrow\sigma_\downarrow)=4/[\sigma_F(1-P^2)]$. Therefore

$$J=-\tfrac12\sigma_F(1-P^2)\left(\partial_xv+\Delta S\,\partial_xT\right).$$

Deep inside F, $v=0$, and a thermal spin current remains:

$$J_{\rm bulk}=-\tfrac12\sigma_F(1-P^2)\Delta S\,T'.$$

**Limit.** For $|P|\to1$ one channel stops conducting. The other then has no return path, and $J_{\rm bulk}\to0$ at fixed $\Delta S$.

## F ending at a free surface

Spin flips transfer current between the channels. For a small imbalance the transfer rate is proportional to $v$, with a coefficient $G$:

$$\partial_xj_\uparrow=-Gv,\qquad \partial_xj_\downarrow=+Gv.$$

The sum is zero, as charge conservation demands. The difference is $\partial_xJ=-2Gv$. Inserting $J$ gives

$$\partial_x^2v+\partial_x(\Delta S\,\partial_xT)=\frac{v}{\lambda_F^2},\qquad \lambda_F^2=\frac{\sigma_F(1-P^2)}{4G}.$$

With constant $\Delta S$ and $T'$ the second term vanishes. A uniform gradient drives a spin current through F but deposits no spin there. Accumulation arises where this current is forced to change, at an end or a contact.

The solution that decays into F is $v=A_0e^{x/\lambda_F}$. At a free surface $J(0)=0$, so $A_0/\lambda_F+\Delta S\,T'=0$ and

$$A_0=-\Delta S\,T'\lambda_F.$$

Thus $f=1$ for a free surface.

## Attaching the normal metal

In N the channels are alike, each with conductivity $\sigma_N/2$. The same derivation with $P=0$ and $\Delta S=0$ gives

$$v=Ae^{-x/\lambda_N},\qquad J=-\tfrac12\sigma_N\partial_xv=\frac{\sigma_N}{2\lambda_N}Ae^{-x/\lambda_N}.$$

Define two spin resistances, each a resistance times an area:

$$R_N=\frac{\lambda_N}{\sigma_N},\qquad R_F=\frac{\lambda_F}{\sigma_F(1-P^2)}.$$

Let the contact be transparent and free of spin flips, so that $v$ and $J$ are continuous. With $v=Ae^{x/\lambda_F}$ in F, equality of the spin currents at $x=0$ reads

$$-\frac{A+\lambda_F\Delta S\,T'}{2R_F}=\frac{A}{2R_N}.$$

Multiply by $2R_FR_N$ and collect $A$:

$$\boxed{A=-\Delta S\,T'\lambda_F\frac{R_N}{R_N+R_F}},\qquad J(0)=\frac{A}{2R_N}.$$

So $f=R_N/(R_N+R_F)$, which is even in $P$ as required. Since $J_{\rm bulk}=-\lambda_F\Delta S\,T'/(2R_F)$, the injected fraction is

$$\frac{J(0)}{J_{\rm bulk}}=\frac{R_F}{R_N+R_F}.$$

**Two limits.** If $R_N\gg R_F$, N hardly accepts spin. Then $A$ tends to its free-surface value and the injected fraction tends to zero. If $R_N\ll R_F$, N drains spin easily: $A$ tends to zero while the whole bulk spin current enters N. A large accumulation and a large injected fraction are competing aims when F and $T'$ are held fixed.

## Numbers for a metallic contact

Take $T_0=300$ K, $T'=50$ K/µm with N on the hot side, $\sigma_F=4\times10^6$ S/m, $\sigma_N=4\times10^7$ S/m, $P=0.5$, $\lambda_F=5$ nm and $\lambda_N=350$ nm. The Seebeck coefficients in F are $S_\uparrow=-21$ and $S_\downarrow=-17$ µV/K, so $\Delta S=-4$ µV/K.

The spin resistances are

$$R_N=\frac{350\times10^{-9}}{4\times10^7}=8.75\ {\rm f\Omega\,m^2},\qquad R_F=\frac{5\times10^{-9}}{4\times10^6\times0.75}=1.667\ {\rm f\Omega\,m^2}.$$

The temperature changes by $\lambda_FT'=0.25$ K over one spin diffusion length of F, and $R_N/(R_N+R_F)=0.84$. Hence

$$A=-(-4\ {\rm\mu V/K})(0.25\ {\rm K})(0.84)=0.84\ {\rm\mu V}.$$

In energy, $\mu_\uparrow-\mu_\downarrow=-eA=-0.84$ µeV. The bulk spin current density is $3\times10^8$ A/m², of which 16% enters N, or $4.8\times10^7$ A/m².

The signs have a direct reading. Here $J>0$, so the up-channel current points toward N. Electrons are negative, so up electrons move away from N and down electrons move toward it. N is left short of up electrons, and $\mu_\uparrow<\mu_\downarrow$.

As a numerical test, the channel laws, spin flips and heat conservation were solved on a chain of nodes for 100 nm of F and 3000 nm of N. Both potentials and the temperature were unknowns. The result was $A=0.83999$ µV, against 0.84000 µV from the formula. With both Seebeck coefficients of F set to $-20$ µV/K, and $P$ still 0.5, $A$ fell to about $10^{-9}$ of this value. Further values are in the numerical output.

## Letting a charge current flow

The open-circuit condition matters. With charge current density $j$, the channels carry $j_\uparrow=(j+J)/2$ and $j_\downarrow=(j-J)/2$. The subtraction used in the bulk now gives on its left side

$$\frac{j_\uparrow}{\sigma_\uparrow}-\frac{j_\downarrow}{\sigma_\downarrow}=\frac{2(J-Pj)}{\sigma_F(1-P^2)},$$

because $(1/\sigma_\uparrow-1/\sigma_\downarrow)/(1/\sigma_\uparrow+1/\sigma_\downarrow)=-P$. So $Pj$ is added to $J$ in F. Matching at the contact then yields

$$A=\left(2R_FPj-\lambda_F\Delta S\,T'\right)\frac{R_N}{R_N+R_F}.$$

**Limit.** For $T'=0$ this is ordinary electrical spin injection. The thermal term equals that of a charge current $j=J_{\rm bulk}/P=6\times10^8$ A/m² in the example.

A stray thermoelectric current can therefore mask the effect. The total Seebeck coefficient of F is

$$S_F=\frac{\sigma_\uparrow S_\uparrow+\sigma_\downarrow S_\downarrow}{\sigma_F}=0.75(-21)+0.25(-17)=-20\ {\rm\mu V/K}.$$

If F were shorted so that its conductivity-weighted potential had no gradient, then $j=-\sigma_FS_FT'=4\times10^9$ A/m². The term $Pj=2\times10^9$ A/m² would exceed the open-circuit thermal spin current nearly sevenfold. Resistance elsewhere in the circuit, such as that of N, lowers this current.

## What a voltmeter sees

Return to $j=0$. Adding the channel laws in F gives $\partial_x\bar\varphi=-S_FT'$ for the weighted potential

$$\bar\varphi=\frac{\sigma_\uparrow\varphi_\uparrow+\sigma_\downarrow\varphi_\downarrow}{\sigma_F}=m+\frac P2v,\qquad m=\frac{\varphi_\uparrow+\varphi_\downarrow}{2}.$$

In N the corresponding potential is $m$ itself. Since $m$ is continuous at the contact, passing from $\bar\varphi$ in F to $m$ in N produces a step $-PA/2$. Over lengths $L$ of F and $d$ of N,

$$m(d)-\bar\varphi(-L)=-S_FT'L-S_NT'_Nd-\frac{PA}{2}.$$

For the 100 nm and 3000 nm layers, take $S_N=1.6$ µV/K and a gradient $T'_N=5$ K/µm in N. The latter follows from continuity of heat flow, with thermal conductivities in the ratio of the electrical ones. The Seebeck terms give $100-24=76$ µV, and the spin step is $-0.21$ µV. The numerical solution gives 75.79 µV in total.

The left end enters here through $\bar\varphi$. A weak nonmagnetic probe reads $m$, which equals $\bar\varphi$ in F only where $v=0$. At the free outer face $J=0$ requires $v=\lambda_F\Delta S\,T'=-1$ µV, so using such a probe there adds a further step $Pv/2=-0.25$ µV to the potential difference. The leads of a real voltmeter also contribute. The ends of this stack differ by 20 K, so nonmagnetic leads with Seebeck coefficient $S_l$ add $S_l\times20$ K to the reading, or 32 µV if $S_l=S_N$.

Reversing the magnetization changes the sign of both $P$ and $A$, so $PA$ and this voltage stay the same. The numerical solution with reversed F gives $A=-0.83999$ µV. To detect $A$, use a weak probe with channel conductances proportional to $1\pm P_d$. Zero probe current places it at $m+P_dv/2$. Reversing the probe alone changes its reading by $P_dv$ in magnitude.

## Layers of finite length

Let F have thickness $L$ and N thickness $d$, with free outer faces. In F write

$$v=a\cosh\frac{x+L}{\lambda_F}+b\sinh\frac{x+L}{\lambda_F}.$$

The condition $J(-L)=0$ gives $b=-\lambda_F\Delta S\,T'$. Let $C$ and $D$ be the hyperbolic cosine and sine of $L/\lambda_F$. From $A=aC+bD$ we have $a=(A-bD)/C$, so at the contact

$$\lambda_F\partial_xv=aD+bC=A\frac DC+b\,\frac{C^2-D^2}{C}=A\tanh\frac L{\lambda_F}+\frac bC.$$

In N, vanishing $J$ at $x=d$ selects $v=A\cosh[(d-x)/\lambda_N]/\cosh(d/\lambda_N)$, whose spin current at the contact is $A\tanh(d/\lambda_N)/(2R_N)$. Matching gives

$$A\left[\frac{\tanh(L/\lambda_F)}{R_F}+\frac{\tanh(d/\lambda_N)}{R_N}\right]=-\frac{\lambda_F\Delta S\,T'}{R_F}\left[1-\frac1{\cosh(L/\lambda_F)}\right].$$

**Limits.** Long layers restore the boxed result. For $d\to0$, the identity $(C-1)/D=\tanh(L/2\lambda_F)$ gives $A=-\lambda_F\Delta S\,T'\tanh(L/2\lambda_F)$. The two faces of F then carry opposite accumulations, which cancel as F becomes thin.

A short N raises $A$ because spin has less room to relax, while a short F lowers it. For $L=20$ nm and $d=300$ nm the formula gives 0.851 µV, slightly above the long-layer value, and the network solution agrees within one part in $10^4$.

## A contact that is not transparent

Give the contact channel resistances $r_\uparrow,r_\downarrow$ (times area), Seebeck coefficients differing by $S_c$ between up and down, and a temperature step $\Delta T=T_N-T_F$. The contact is still taken free of spin flips, so $J$ is continuous across it. Let $A_F$ and $A_N$ be the accumulations on its two sides. Subtracting the two channel laws across the contact gives

$$\frac J2(r_\uparrow+r_\downarrow)=A_F-A_N-S_c\Delta T.$$

With $J=A_N/(2R_N)$ and $R_c=(r_\uparrow+r_\downarrow)/4$, this is

$$A_F=A_N\left(1+\frac{R_c}{R_N}\right)+S_c\Delta T.$$

The F side still obeys $J=-(A_F+\lambda_F\Delta S\,T')/(2R_F)$, so $A_F+A_NR_F/R_N=-\lambda_F\Delta S\,T'$. Eliminating $A_F$,

$$A_N=-\left(\lambda_F\Delta S\,T'+S_c\Delta T\right)\frac{R_N}{R_N+R_F+R_c}.$$

For $R_c\to0$ and $\Delta T\to0$ the boxed result returns.

Take $r_\uparrow=0.8$ and $r_\downarrow=1.2$ fΩ m², so $R_c=0.5$ fΩ m². If heat crosses the contact with the same ratio of thermal to electrical conductance as in F, the step is

$$\Delta T=\sigma_FT'\frac{r_\uparrow r_\downarrow}{r_\uparrow+r_\downarrow}=0.096\ {\rm K}.$$

This is not small beside $\lambda_FT'=0.25$ K. Resistance alone lowers the accumulation on the N side, $A_N$, to 0.80 µV, a change of $-4.6\%$ relative to the transparent contact, while $A_F$ rises to 0.85 µV. The values that follow are again for $A_N$. If also $S_c=\Delta S$, it becomes 1.11 µV, a change of $+32\%$. With $S_c=-\Delta S$ the formula gives 0.49 µV. The contact can thus matter more than any refinement of the bulk coefficients considered next.

## Small corrections, and one of unknown size

Suppose $S_s\propto T$ in F, with the contact at temperature $T_0$, so that $\Delta S(x)=\Delta S\,(1+xT'/T_0)$. The diffusion equation gains a constant source, and $v$ in F gains the constant $c=\lambda_F^2\Delta S\,T'^2/T_0$. The exponential's amplitude is then $A-c$, and matching replaces $\lambda_F\Delta S\,T'$ by $\lambda_F\Delta S\,T'(1-\lambda_FT'/T_0)$. The relative change of $A$ is $-0.25/300=-0.083\%$, as the numerical solution also finds. The conductivities were held constant here; their own temperature dependence gives a change of the same order, $\lambda_FT'/T_0$.

The spin current carries Peltier heat $T_0\Delta S\,J/2$. In the bulk this multiplies the heat flow at given $T'$ by $1+Z$, where

$$Z=\frac{\sigma_F(1-P^2)\Delta S^2T_0}{4\kappa_F}=1.2\times10^{-4}$$

for a thermal conductivity $\kappa_F=29$ W/(m K), estimated from the Wiedemann–Franz law. At fixed heat flow, the coupled numerical solution changes $A$ by $-0.007\%$.

The diffusive assumption is less secure. A free-electron estimate with $8.5\times10^{28}$ electrons per m³ gives mean free paths in F of 3.9 nm for up and 1.3 nm for down electrons. The first is close to $\lambda_F=5$ nm. Diffusion is then a borderline description of the layer where the accumulation forms, and this calculation does not determine the resulting error.

## Beside a real device

The parameters are rough room-temperature values in the regime of permalloy on copper. The gradient is steep: it needs a heat flow of about $1.5\times10^9$ W/m², which suits a strongly heated nanostructure rather than a bulk sample. A delicate input is $\Delta S$, a small difference of two larger coefficients, and $A$ scales with it directly. Real contacts break the assumption of transparency; for the contact values tried above, that moves the accumulation on the N side to between 0.49 and 1.11 µV, which is a range of examples and not a bound. Lateral devices also spread heat and spin in more than one dimension. Spin flips at the contact, which drain spin before it reaches N, spin currents carried by magnons and unequal temperatures of the two spin channels lie outside this model, and their sizes are not estimated here. The microvolt scale $\lambda_F|\Delta S|T'$ is a more dependable conclusion than the second digit of 0.84 µV, and even it holds only while the contact term does not cancel the bulk one: with the contact above, $A_N$ vanishes at $S_c=-\lambda_F\Delta S\,T'/\Delta T\approx+10$ µV/K and changes sign beyond.

## Computed results

```
temperature: 300 K
gradient in F: 50 K/um
conductivity of F: 4e+06 S/m
conductivity of N: 4e+07 S/m
polarization P: 0.5
spin diffusion length F: 5 nm
spin diffusion length N: 350 nm
Seebeck up: -21 uV/K
Seebeck down: -17 uV/K
Seebeck difference up-down: -4 uV/K
total Seebeck of F: -20 uV/K
Seebeck of N: 1.6 uV/K
spin resistance RF: 1.667 fohm m^2
spin resistance RN: 8.75 fohm m^2
factor RN/(RN+RF): 0.84
temperature change over lamF: 0.25 K
accumulation A, formula: 0.84000 uV
accumulation A, network: 0.83999 uV
mu_up - mu_dn: -0.84 ueV
bulk thermal spin current in F: 3e+08 A/m^2
injected spin current, formula: 4.8e+07 A/m^2
injected spin current, network: 4.8e+07 A/m^2
injected fraction RF/(RF+RN): 0.16
long stack: length of F: 100 nm
long stack: length of N: 3000 nm
thermal conductivity F (Wiedemann-Franz): 29.32 W/(m K)
thermal conductivity N (Wiedemann-Franz): 293.2 W/(m K)
gradient in N: 5 K/um
heat flow density, magnitude: 1.466e+09 W/m^2
ordinary Seebeck voltage of stack: 76.0000 uV
spin voltage step -PA/2: -0.2100 uV
total voltage, network: 75.7900 uV
A after reversal, network: -0.83999 uV
A for equal Seebeck, network, over A: 1.3e-09
short stack: length of F: 20 nm
short stack: length of N: 300 nm
short stack: A: 0.8513 uV
contact r_up: 0.8 fohm m^2
contact r_dn: 1.2 fohm m^2
contact temperature step: 0.096 K
A with contact resistance only: 0.8015 uV
change from contact resistance: -4.58 %
A with contact Seebeck difference as in F: 1.109 uV
change from resistance and contact Seebeck: 32.06 %
change of A for S proportional to T: -0.0833 %
Peltier feedback parameter Z: 1.228e-04
change of A by Peltier feedback: -0.0071 %
electron density for mean free path: 8.5e+28 1/m^3
mean free path F, up: 3.94 nm
mean free path F, down: 1.31 nm
```
